# Clamped and free permittivity of a piezoelectric rod, and the meaning of k²

A poled ceramic rod has electrodes on its two ends. With the rod free to change length, a slowly applied voltage puts a certain charge on the electrodes. With the ends held between rigid jaws, the same voltage puts less charge there. The material and the voltage are unchanged, yet the permittivity deduced from the charge has dropped. How large is the drop, and what does it say about the rod as a converter of electrical into mechanical energy?

## 1. One rod, two measurements

Let $T$ be the stress along the rod and $S$ the strain, with tension and extension positive. Let $E$ be the field and $D$ the electric displacement, both along the rod. $S$ and $D$ are counted from the poled state at rest, so the remanent polarization is left out of $D$. For small, slow and uniform changes without loss,

$$S=sT+dE,\qquad D=dT+\varepsilon_f E. \tag{1}$$

Here $s$ is the compliance at fixed field, $d$ the piezoelectric coefficient and $\varepsilon_f$ the permittivity at fixed stress. The sides of the rod are stress-free throughout.

The same $d$ stands in both relations because the rod stores energy. Per unit volume, the work done on it is $T\,dS$ at the mechanical port and $E\,dD$ at the electrical port. Without loss, and at fixed temperature, these add up to the change of a function of state, $dU=T\,dS+E\,dD$, where $U$ is the free energy. Subtracting the products gives

$$d(U-TS-ED)=-S\,dT-D\,dE .$$

The mixed second derivatives of this function are equal, so $\partial S/\partial E=\partial D/\partial T$.

**Free rod.** With $T=0$, the second relation gives $D=\varepsilon_fE$.

**Clamped rod.** With $S=0$, the first relation gives the stress that the jaws supply, $T=-dE/s$. Inserting it in the second,

$$D=\left(\varepsilon_f-\frac{d^2}{s}\right)E\equiv\varepsilon_cE .$$

Taking out the factor $\varepsilon_f$,

$$\boxed{\varepsilon_c=\varepsilon_f(1-k^2),\qquad k^2=\frac{d^2}{s\,\varepsilon_f}} \tag{2}$$

For $d>0$ the field tries to lengthen the rod, the jaws compress it, and the compression drives charge back through the direct piezoelectric effect. Two factors of $d$ enter, so the reduction does not depend on the sign of $d$.

*Limit: no coupling.* For $d\to0$ the jaws exert no stress and $\varepsilon_c=\varepsilon_f$.

*Between the limits: elastic jaws.* Real jaws yield. Let them act as a spring, $S=-s_jT$, with $s_j$ their compliance referred to the rod's length and cross-section. Then $-s_jT=sT+dE$, so $T=-dE/(s+s_j)$ and

$$\frac{D}{E}=\varepsilon_f-\frac{d^2}{s+s_j}=\varepsilon_f\left(1-k^2\frac{s}{s+s_j}\right).$$

Rigid jaws, $s_j\to0$, return (2), and very soft jaws return $\varepsilon_f$. Jaws as compliant as the rod produce half of the full reduction, so a measurement of $\varepsilon_c$ requires $s_j\ll s$.

## 2. The stored energy splits in the same ratio

If $T$ and $E$ grow together in proportion from zero, $S$ and $D$ do so too, and the work integrals give $U=\tfrac12(TS+ED)$. With (1),

$$U=\tfrac12\left(sT^2+2dTE+\varepsilon_fE^2\right).$$

Completing the square in $T$,

$$U=\frac{s}{2}\left(T+\frac{dE}{s}\right)^2+\frac12\left(\varepsilon_f-\frac{d^2}{s}\right)E^2 .$$

The first bracket is $S/s$ and the second is $\varepsilon_c$. Therefore

$$U=\frac{S^2}{2s}+\frac{\varepsilon_cE^2}{2}. \tag{3}$$

A stable rest state needs $U>0$ for every nonzero change, hence $s>0$ and $\varepsilon_c>0$. By (2), $0\le k^2<1$.

Now charge the free rod to $E_0$. It reaches $S_0=dE_0$ and $D_0=\varepsilon_fE_0$, with stored energy $W=\tfrac12\varepsilon_fE_0^2$. The two terms of (3) are

$$\frac{S_0^2}{2s}=\frac{d^2E_0^2}{2s}=k^2W,\qquad \frac{\varepsilon_cE_0^2}{2}=(1-k^2)W. \tag{4}$$

The following cycle delivers them separately.

1. Hold the length at $S_0$ and discharge the rod slowly to $E=0$. No mechanical work is done. The first term of (3) is unchanged and the second leaves through the wires, so the electrical output is $(1-k^2)W$. The rod is left under the tension $T=S_0/s=dE_0/s$, because at zero field it would like to return to its rest length.
2. Keep the electrodes shorted and let the rod contract slowly against a load. At $E=0$ no electrical work is done, and $T=S/s$. The mechanical output is $\int_0^{S_0}S\,dS/s=k^2W$.

The rod is then empty, and the fraction $k^2$ of its energy has become mechanical work.

*Limits.* For $k^2\to0$ all of the energy returns to the circuit. For $k^2\to1$ the clamped permittivity vanishes, holding the length leaves almost nothing to discharge, and nearly all of $W$ comes out in the contraction. This second limit is also the edge of stability.

## 3. Is $k^2$ a maximum?

One cycle shows that $k^2W$ can be converted. It does not show that no other cycle does better.

First vary the second step: cut the wires before the rod contracts. Then $D$ is fixed. From (1), $D=dS/s+\varepsilon_cE$, so $E=(D-dS/s)/\varepsilon_c$, and

$$T=\frac{S-dE}{s}=\frac{S}{s}\left(1+\frac{d^2}{s\varepsilon_c}\right)-\frac{dD}{s\varepsilon_c}.$$

Since $d^2/(s\varepsilon_c)=k^2/(1-k^2)$, the bracket equals $1/(1-k^2)$, and

$$T=\frac{S}{s(1-k^2)}-\frac{d}{s\varepsilon_c}D. \tag{5}$$

The open-circuit compliance is thus $s(1-k^2)$. Starting from the tension $S_0/s$, the stiffer rod delivers

$$\frac{s(1-k^2)}{2}\left(\frac{S_0}{s}\right)^2=k^2(1-k^2)W .$$

This is less than before, because the contraction builds up a field and some energy stays behind.

Next allow a more daring path. Start from the charged free rod, cut the wires and pull until the field has fallen to zero. At fixed $D_0$ this needs $D_0=dS_1/s$, so

$$S_1=\frac{s\varepsilon_fE_0}{d}=\frac{dE_0}{k^2}=\frac{S_0}{k^2}.$$

By (3) the stored energy is now $S_1^2/(2s)=k^2W/k^4=W/k^2$. The puller has supplied $W(1/k^2-1)$. Short the electrodes and let the rod contract to rest: it returns $W/k^2$ as mechanical work. The net mechanical output is $W$, and no electrical energy has come out. The whole store has been converted, with the help of borrowed work.

So "the convertible fraction" needs a condition. The condition is that during delivery neither port is fed, at any moment: $T\,dS\le0$ and $E\,dD\le0$.

**Under this condition $k^2W$ is the maximum.** Take $d>0$; for $d<0$ reverse the direction in which $E$ and $D$ are counted. The proof has two parts.

*Neither $T$ nor $E$ becomes negative.* The start has $T=0$ and $E=E_0>0$. Suppose $T$ went below zero while $E>0$. From then on the condition demands $dS\ge0$ and $dD\le0$, and by (5) both changes raise $T$ or leave it alone. So $T$ could not have fallen below zero. Suppose instead that $E$ went below zero while $T>0$. The condition then demands $dD\ge0$ and $dS\le0$, and by $E=(D-dS/s)/\varepsilon_c$ both raise $E$ or leave it alone. So this is impossible too. If $T$ and $E$ reach zero together, the rod is empty and can deliver nothing more.

*The work is bounded.* While $T>0$, the condition gives $dS\le0$. While $T$ stays at zero, $S=(d/\varepsilon_f)D$ falls with $D$. Hence $S$ never rises, and $S=sT+dE$ never becomes negative. Since $E\ge0$, the stress obeys $T=(S-dE)/s\le S/s$. With $S_f$ the final strain,

$$-\int T\,dS\;\le\;\int_{S_f}^{S_0}\frac{S}{s}\,dS\;\le\;\frac{S_0^2}{2s}=k^2W .$$

The cycle of section 2 reaches this value, because its contraction takes place entirely at $E=0$ and ends at $S=0$.

*Limit: a contraction in small steps.* After the held discharge, let the open-circuited rod contract by a part $r$ of the way to zero stress, short it with its length held, open the circuit and repeat. At $E=0$ and strain $S$, the stress is $S/s$ and the full open-circuit contraction would be $(1-k^2)S$. One step therefore shortens the strain by $aS$ with $a=r(1-k^2)$. The stress falls linearly from $S/s$ to $(1-r)S/s$, so the work is $(S^2/s)\,a(1-r/2)$. Successive strains form a geometric series with ratio $1-a$, and their squares sum to $S_0^2/[1-(1-a)^2]=S_0^2/[a(2-a)]$. The converted fraction is

$$\frac{S_0^2}{sW}\,\frac{1-r/2}{2-a}=k^2\,\frac{1-r/2}{1-r(1-k^2)/2}.$$

It tends to $k^2$ from below as $r\to0$. For full steps, $r=1$, it is $k^2/(1+k^2)$.

## 4. The opposite conversion

Load the shorted rod with a stress $T_0$. The stored energy is $W_m=\tfrac12sT_0^2$ and the displacement is $dT_0$. Open the circuit and remove the load slowly. At $T=0$ with $D=dT_0$, the field is $E_1=dT_0/\varepsilon_f$, and the energy still stored is

$$\tfrac12\varepsilon_fE_1^2=\frac{d^2T_0^2}{2\varepsilon_f}=k^2W_m .$$

The part $(1-k^2)W_m$ has gone back to the load. Discharging the free rod now delivers $k^2W_m$ to the circuit. The same number governs both directions because one coefficient $d$ serves both effects.

## 5. Where the linear relations come from in a ferroelectric

A ferroelectric has a nonlinear energy, and (1) describes small changes about its polar state. A mean-field model in dimensionless form shows the connection:

$$F=-\tfrac12P^2+\tfrac14P^4+\tfrac12YS^2-qSP^2,\qquad D=bE+P .$$

$P$ is the polarization, $Y$ the stiffness at fixed $P$, $q$ the electrostrictive coupling and $b$ a background permittivity. In this section $S$ is at first the full strain, measured from the nonpolar state. Balance requires

$$E=-P+P^3-2qSP,\qquad T=YS-qP^2 .$$

Take $Y=2$, $q=0.5$, $b=0.1$. At rest, $S=qP^2/Y$, and then $P^2(1-2q^2/Y)=1$ gives $P^2=4/3$ and $S=1/3$. For small changes $\delta P$ and $\delta S$,

$$E=A\,\delta P-g\,\delta S,\qquad T=Y\delta S-g\,\delta P,$$

with $A=-1+3P^2-2qS=8/3$ and $g=2qP$, so $g^2=4/3$.

- Strain held at its spontaneous value, $\delta S=0$: $\varepsilon_c=b+1/A=0.475$.
- Stress-free, $\delta S=g\,\delta P/Y$: $E=B\,\delta P$ with $B=A-g^2/Y=2$, so $\varepsilon_f=b+1/B=0.600$ and $d=g/(YB)=0.2887$.
- Shorted, $\delta P=g\,\delta S/A$: $T=(Y-g^2/A)\,\delta S=1.5\,\delta S$, so $s=0.6667$.

Then $k^2=0.2887^2/(0.6667\times0.600)=0.2083$, and $0.600\,(1-0.2083)=0.475$, the clamped value found directly. The agreement does not depend on the chosen parameters. Since $Y-g^2/A=YB/A$, one has $d^2/s=g^2/(YAB)$, while $\varepsilon_f-\varepsilon_c=1/B-1/A=(A-B)/(AB)$ is the same quantity.

*Limit: a rigid lattice.* For $Y\to\infty$, $B\to A$, and the two permittivities merge. The linear law holds only while the field changes $P$ by a small part of its rest value, because $A$ and $g$ vary along the path. In the stress-free model, a change of $P$ by a tenth already puts $E=B\,\delta P$ off by about 15%; at that field the linear values $\varepsilon_fE$ and $dE$ miss the true changes of $D$ and $S$ by about 12% and 10%.

## 6. A barium titanate rod in numbers

For a poled BaTiO₃ ceramic near room temperature, rough typical coefficients are $d=190$ pC/N, $s=9.0$ TPa⁻¹ and $\varepsilon_f=1700\,\varepsilon_0$. Then

$$k^2=\frac{(190\times10^{-12})^2}{(9.0\times10^{-12})(1700)(8.854\times10^{-12})}=0.2665 .$$

These inputs give $k^2\approx0.27$, but the second digit depends on them: a compliance of 9.5 TPa⁻¹ along the poling axis, also a typical value, gives 0.25. Further digits are kept so that the energy balance can be followed. The clamped permittivity is $1700\times0.7335=1247$ in units of $\varepsilon_0$.

At $E_0=1$ kV/cm the free rod lengthens by $S_0=dE_0=19$ ppm. With $\varepsilon_f=1.505\times10^{-8}$ F/m,

$$W=\tfrac12(1.505\times10^{-8})(10^5)^2=75.3\ \text{J/m}^3 .$$

| Path from the charged free rod | Mechanical output (J/m³) |
|---|---|
| held discharge, then shorted contraction | 20.1 |
| held discharge, then one open-circuit contraction | 14.7 |
| stretched to zero field, then shorted contraction (net) | 75.3 |

In the first path the circuit receives the other 55.2 J/m³. The held rod reaches a tension of $dE_0/s=2.11$ MPa. The third path borrows $75.3\,(1/0.2665-1)\approx207$ J/m³, nearly three times the original store, and needs a tension of $2.11/0.2665=7.92$ MPa. Contraction in steps of $r=0.01$ converts a fraction 0.2661, just under $k^2$.

**The model beside a real rod.** The field is about 0.2 of a rough coercive field of 5 kV/cm, and the held rod's tension of 2.11 MPa is about 4% of a rough tensile strength of 50 MPa. The peak tension of the third path is about 16% of it. Real ceramics break the assumption of a linear, lossless response, largely because domain walls move. If wall motion raised $d$ and $\varepsilon_f$ by an assumed 5% each at fixed $s$, $k^2\propto d^2/\varepsilon_f$ would rise by 5%, to 0.280. For loss, let $D$ lag by an angle $\delta$ while the field swings sinusoidally from 0 to $E_0$ and back. With $E=\tfrac12E_0(1-\cos\theta)$ and $D=\tfrac12\varepsilon_fE_0[1-\cos(\theta-\delta)]$, the loop integral is

$$\oint E\,dD=\frac{\pi}{4}\varepsilon_fE_0^2\sin\delta=\frac{\pi}{2}W\sin\delta .$$

An assumed $\tan\delta=0.02$ makes this 3.1% of $W$, to be set against the 27% that is converted.

**Clamping the sides as well.** In (2) the sides are free. If all three normal strains are held, three stresses act. Take rough values: $-80$ pC/N for the transverse piezoelectric coefficient, 9 TPa⁻¹ for all three diagonal compliances and $-3$ TPa⁻¹ for the off-diagonal ones. Write the stresses as $-x_iE$. Zero strain requires $12x_i-3\sum_jx_j=d_i$, with $x_i$ in C/m² when $d_i$ is in pC/N and compliances are in TPa⁻¹. Summing over $i$ gives $3\sum_jx_j=\sum_jd_j=30$, so $x_i=(d_i+30)/12$. The permittivity falls by $\sum_id_ix_i=4.15\times10^{-9}$ F/m, to $1231\,\varepsilon_0$. For these inputs that is about 1% below the length-clamped value; other coefficients can give a different gap.

**Time and temperature.** "Slow" has two bounds. On open circuit, a 10 mm rod with free ends and density 5700 kg/m³ first resonates when its length is half a sound wavelength, at $1/(2L\sqrt{\rho s(1-k^2)})\approx260$ kHz. The steps must be long compared with the corresponding period of about 4 μs, or about 8 μs if one end is fixed; with the electrodes shorted, both periods are about 14% longer. They must also be short compared with the leakage time. For an assumed $10^{10}$ Ω m this is resistivity times $\varepsilon_f$, about 150 s, for the free rod, and resistivity times $\varepsilon_c$, about 110 s, for the held rod. Steps too quick for heat exchange are adiabatic, not isothermal as assumed in section 1. For a rough thermal expansion coefficient of $10^{-5}$ K⁻¹, a pyroelectric coefficient of $-2\times10^{-4}$ C/(m² K) and a heat capacity of 3 MJ/(m³ K), this changes $k^2$ by less than 1%. At 300 K the rod lies between rough transition temperatures of 278 K and 393 K. Close to either one the coefficients change quickly with temperature, and a single value of $k^2$ no longer describes the rod.

Numbers in the example were calculated in double precision.
